# Logarithmic rise of sound velocity in silica from resonant two-level systems: a numerical check

```python
"""
Result under test: resonant two-level systems (TLS) in silica give
    [v(T) - v(T0)] / v = C ln(T/T0),   C = Pbar gamma^2 / (rho v^2),
when the acoustic quantum h f is much smaller than k T and relaxation is slow.
TLS: H = (D sigma_z + D0 sigma_x)/2, splitting E = sqrt(D^2 + D0^2).
Strain e adds gamma e sigma_z.  Density of TLS: Pbar dD dD0 / D0, D >= 0.
Energies written as temperatures (divided by k) unless SI is stated.
y = h f / (2 pi k T); "reduced" shifts are (change of v)/v divided by C.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import minimize_scalar
from scipy.special import digamma, zeta

hbar, kB, eV = const.hbar, const.k, const.e

# ---------- rough typical parameters of vitreous silica ----------
rho = 2200.0                     # kg/m^3
v_long, v_trans = 5800.0, 3800.0  # m/s
gamma_long, gamma_trans = 1.0, 0.65  # eV
density_tls = 1.3e20             # 1/(eV cm^3)
freq = 30e6                      # Hz
T_low, T_high = 0.02, 0.2        # K
strain = 1e-8
E_cut = 10.0                     # K, assumed lower estimate of the TLS cutoff

pbar_SI = density_tls * 1e6 / eV
C = pbar_SI * (gamma_long * eV)**2 / (rho * v_long**2)
quantum = const.h * freq / kB    # K


# ---------- one driven TLS: Bloch dynamics against the response formula ----------
def driven_response(D, D0, T, omega, g=1e-4):
    """In-phase part of <sigma_z> per unit drive, from time evolution (hbar=k=1)."""
    E = np.hypot(D, D0)
    start = -np.tanh(E / (2 * T)) * np.array([D0, 0.0, D]) / E

    def bloch(t, s):
        return np.cross([D0, 0.0, D + 2 * g * np.cos(omega * t)], s)

    t = np.linspace(0, 200, 2001)
    sol = solve_ivp(bloch, (0, 200), start, method="DOP853", t_eval=t,
                    rtol=1e-10, atol=1e-13)
    basis = np.column_stack([np.ones_like(t), np.cos(omega * t), np.sin(omega * t),
                             np.cos(E * t), np.sin(E * t)])
    return np.linalg.lstsq(basis, sol.y[2], rcond=None)[0][1] / g


D, D0, T_test = 0.6, 0.8, 0.7
E_test = np.hypot(D, D0)
responses = []
for omega in (0.35, 1.6):
    formula = (-(D0 / E_test)**2 * 2 * E_test * np.tanh(E_test / (2 * T_test))
               / (E_test**2 - omega**2))
    numeric = driven_response(D, D0, T_test, omega)
    responses.append((omega, numeric, formula))
    assert abs(numeric / formula - 1) < 2e-3
assert responses[0][1] < 0 < responses[1][1]


# ---------- static limit: free energy gives resonant plus relaxation parts ----------
def free_energy(e):
    return -T_test * np.log(2 * np.cosh(np.hypot(D + 2 * e, D0) / (2 * T_test)))


step = 1e-3
curvature = (free_energy(step) - 2 * free_energy(0) + free_energy(-step)) / step**2
static_res = -(D0 / E_test)**2 * 2 * np.tanh(E_test / (2 * T_test)) / E_test
static_rel = -(D / E_test)**2 / (T_test * np.cosh(E_test / (2 * T_test))**2)
assert abs(curvature - static_res - static_rel) < 1e-4


# ---------- average over D and D0 directly, zero-frequency limit ----------
def rise_two_dim(T0, T, n):
    """Reduced velocity rise from a log grid in D and D0."""
    grid = np.linspace(np.log(T0) - 16, np.log(T) + 5, n)
    d, d0 = np.exp(grid)[:, None], np.exp(grid)[None, :]
    E = np.hypot(d, d0)
    blocked = np.tanh(E / (2 * T0)) - np.tanh(E / (2 * T))
    return np.sum(d * d0**2 / E**3 * blocked) * (grid[1] - grid[0])**2


log_rise = np.log(T_high / T_low)
rise_2d = rise_two_dim(T_low, T_high, 400)
shift_2d = rise_two_dim(T_low, T_high, 800) - rise_2d
assert abs(rise_2d - log_rise) < 1e-4 and abs(shift_2d) < 1e-4


# ---------- finite frequency: principal-value integral ----------
def pv_parts(w, T0, T):
    """Reduced rise from E < 2w and from E > 2w; w is the acoustic quantum."""
    def blocked(E):
        return np.tanh(E / (2 * T0)) - np.tanh(E / (2 * T))
    near = quad(lambda E: E * blocked(E) / (E + w), 0, 2 * w,
                weight="cauchy", wvar=w, limit=400, epsabs=1e-11)[0]
    far = quad(lambda E: E * blocked(E) / (E**2 - w**2), 2 * w,
               max(60 * T, 3 * w), limit=400, epsabs=1e-11)[0]
    return near, far


def resonant(w, T):
    """Reduced resonant shift relative to T = 0, digamma form."""
    y = w / (2 * np.pi * T)
    return digamma(0.5 + 1j * y).real - np.log(y)


near, far = pv_parts(quantum, T_low, T_high)
rise_pv = near + far
y_low, y_high = (quantum / (2 * np.pi * T) for T in (T_low, T_high))
correction = 7 * zeta(3) * (y_high**2 - y_low**2)
assert abs(rise_pv - log_rise - correction) < 3e-6
assert abs(rise_pv - log_rise) > 1e-4          # the correction is resolved
assert near / rise_pv < 0.05                   # few TLS near resonance matter
# a case with quantum > kT, where the plain logarithm fails
strong = sum(pv_parts(3.0, 1.0, 2.0))
assert abs(strong - (resonant(3.0, 2.0) - resonant(3.0, 1.0))) < 1e-6
assert abs(strong - np.log(2)) > 0.05
# remainder as a sum over a = n + 1/2, with its bound
a = np.arange(200000) + 0.5
for y in (0.05, 0.5, 2.0):
    remainder = -np.sum(y**2 / (a * (a**2 + y**2)))
    assert abs(remainder - (digamma(0.5) - digamma(0.5 + 1j * y).real)) < 1e-8
    assert -7 * zeta(3) * y**2 < remainder < 0

# share of the rise from thermal energies, kT_low < E < 5 kT_high
thermal = quad(lambda E: E * (np.tanh(E / (2 * T_low)) - np.tanh(E / (2 * T_high)))
               / (E**2 - quantum**2), T_low, 5 * T_high, limit=400)[0]
assert thermal / rise_pv > 0.5

# minimum of the resonant velocity shift
best = minimize_scalar(lambda t: resonant(1.0, t), bounds=(0.1, 2.0),
                       method="bounded", options={"xatol": 1e-9})
t_min = best.x
assert sum(pv_parts(1.0, 0.8 * t_min, t_min)) < 0
assert sum(pv_parts(1.0, t_min, 1.25 * t_min)) > 0


# finite energy cutoff: slope of the zero-frequency integral
def cut_integral(T, top):
    return quad(lambda E: np.tanh(E / (2 * T)) / E, 0, top)[0]


eps = 1e-3
slope_cut = -(cut_integral(np.exp(eps), 2.0)
              - cut_integral(np.exp(-eps), 2.0)) / (2 * eps)
assert abs(slope_cut - np.tanh(1.0)) < 1e-5

# ---------- neglected relaxation, one-phonon rate ----------
coupling_sum = ((gamma_long * eV)**2 / v_long**5
                + 2 * (gamma_trans * eV)**2 / v_trans**5)
rate_factor = coupling_sum / (2 * np.pi * rho * hbar**4)


def fastest_rate(E, T):
    """Relaxation rate in 1/s of a symmetric TLS (D = 0); E and T in K."""
    return rate_factor * (kB * E)**3 / np.tanh(E / (2 * T))


def longitudinal_mode_sum(E, T, radius=40, width=1.0):
    """Golden-rule rate from explicit longitudinal modes in a periodic box."""
    k0 = kB * E / (hbar * v_long)
    unit = k0 / radius
    volume = (2 * np.pi / unit)**3
    n = np.arange(-radius - 7, radius + 8)
    k = unit * np.sqrt(n[:, None, None]**2 + n[None, :, None]**2
                       + n[None, None, :]**2)
    k = k[np.abs(k - k0) < 7 * width * unit]
    delta = (np.exp(-0.5 * ((k - k0) / (width * unit))**2)
             / (np.sqrt(2 * np.pi) * width * unit * v_long))
    strain_squared = hbar * k**2 / (2 * rho * volume * v_long * k)
    total = np.sum(strain_squared * delta) / np.tanh(E / (2 * T))
    return 2 * np.pi / hbar**2 * (gamma_long * eV)**2 * total


long_share = (gamma_long * eV)**2 / v_long**5 / coupling_sum
mode_ratio = longitudinal_mode_sum(0.2, 0.2) / (fastest_rate(0.2, 0.2) * long_share)
assert abs(mode_ratio - 1) < 0.01   # finite width of the delta function


def relaxation(f, T, h=0.05):
    """Reduced relaxation shift; x = E/kT on a log grid, D0/E = 1/cosh(s)."""
    x = np.exp(np.arange(-14, np.log(60), h))[:, None]
    s = np.arange(0, 25, h)[None, :]
    rate = fastest_rate(x * T, T) / np.cosh(s)**2
    follow = rate**2 / (rate**2 + (2 * np.pi * f)**2)
    return -0.5 * np.sum(x / np.cosh(x / 2)**2 * np.tanh(s)**2 * follow) * h * h


def total_shift(f, T):
    return resonant(const.h * f / kB, T) + relaxation(f, T)


relax_change = relaxation(freq, T_high) - relaxation(freq, T_low)
relax_grid = relaxation(freq, T_high, 0.025) - relaxation(freq, T_high)
assert abs(relax_change) < 0.02 * log_rise
assert abs(relax_grid) < 0.02 * abs(relaxation(freq, T_high))
slope_fast = (total_shift(1e3, 2.0) - total_shift(1e3, 1.0)) / np.log(2)
assert abs(slope_fast + 0.5) < 0.03   # corrections from the slowest TLS remain
peak = minimize_scalar(lambda T: -total_shift(freq, T), bounds=(0.1, 4.0),
                       method="bounded", options={"xatol": 1e-6})
T_peak = peak.x
assert total_shift(freq, T_peak) > total_shift(freq, 0.8 * T_peak)
assert total_shift(freq, T_peak) > total_shift(freq, 1.25 * T_peak)
slope_high = (total_shift(freq, T_high * 1.02)
              - total_shift(freq, T_high / 1.02)) / (2 * np.log(1.02))

# ---------- other neglected effects ----------
mu, E_ref = 0.1, 0.1   # assumed density proportional to (E/E_ref)^mu, E_ref in K
rise_mu = quad(lambda E: (E / E_ref)**mu / E * (np.tanh(E / (2 * T_low))
               - np.tanh(E / (2 * T_high))), 0, 60 * T_high, limit=400)[0]


def slope_mu(T):
    return quad(lambda E: (E / E_ref)**mu * (1 - np.tanh(E / (2 * T))**2)
                / (2 * T), 0, 60 * T, limit=400)[0]


strain_energy = gamma_long * eV * strain / kB
phonon_energy = (np.pi**2 * (kB * T_high)**4 / (30 * hbar**3)
                 * (1 / v_long**3 + 2 / v_trans**3))
cut_error = 2 / (np.exp(E_cut / T_high) + 1)

# ---------- printed numbers ----------
print(f"density {rho:.0f} kg/m^3")
print(f"longitudinal, transverse velocity {v_long:.0f}, {v_trans:.0f} m/s")
print(f"couplings gamma_l, gamma_t {gamma_long:.2f}, {gamma_trans:.2f} eV")
print(f"TLS density Pbar {density_tls:.2e} 1/(eV cm^3)")
print(f"frequency {freq/1e6:.0f} MHz; quantum hf/k {quantum*1e3:.3f} mK")
print(f"temperatures {T_low}, {T_high} K")
print(f"kT/hf at these {T_low/quantum:.1f}, {T_high/quantum:.1f}")
print(f"C = {C:.3e}")
print(f"ln(T/T0) {log_rise:.5f}")
print(f"relative velocity rise, log law {C*log_rise:.3e}")
print(f"velocity rise, log law {C*log_rise*v_long:.3f} m/s")
print(f"reduced rise, principal value {rise_pv:.5f}")
print(f"reduced finite-frequency correction {correction:.2e}")
print(f"reduced rise, D-D0 grid {rise_2d:.6f}; grid shift {shift_2d:.1e}")
print(f"share of rise from E < 2hf {100*near/rise_pv:.2f} %")
print(f"share from kT0 < E < 5kT {100*thermal/rise_pv:.1f} %")
for omega, numeric, formula in responses:
    print(f"TLS response, hw/E={omega/E_test:.2f}: {numeric:.5f}, formula {formula:.5f}")
print(f"free-energy curvature {curvature:.5f} (gamma=k=1)")
print(f"  resonant {static_res:.5f}, relaxation {static_rel:.5f}")
print(f"hf=3kT0, T=2T0: reduced rise {strong:.4f}, ln 2 = {np.log(2):.4f}")
print(f"velocity minimum at kT/hf {t_min:.4f}, T {t_min*quantum*1e3:.3f} mK")
print("T (K), change from T0 (m/s): log law, resonant+relaxation")
for T in (0.05, 0.1, 0.2, 0.5, 1.0, 2.0):
    both = total_shift(freq, T) - total_shift(freq, T_low)
    print(f"  {T:.2f}  {C*v_long*np.log(T/T_low):.3f}  {C*v_long*both:.3f}")
print(f"omega*tau, D=0, E=kT=k*{T_high} K: "
      f"{2*np.pi*freq/fastest_rate(T_high, T_high):.0f}")
print(f"reduced relaxation change to {T_high} K {relax_change:.2e}")
print(f"  grid-halving shift {relax_grid:.1e}")
print(f"total slope / C at {T_high} K {slope_high:.4f}")
print(f"velocity maximum at {T_peak:.3f} K")
print(f"total slope / C, 1 kHz, 1 to 2 K {slope_fast:.4f}")
print(f"phonon rate, mode sum / formula {mode_ratio:.4f}")
print(f"density ~ E^{mu}, E_ref/k={E_ref} K: reduced rise {rise_mu:.4f}")
print(f"  slope ratio {T_high} K to {T_low} K {slope_mu(T_high)/slope_mu(T_low):.3f}")
print(f"strain {strain:.0e}: gamma*e/k {strain_energy*1e3:.3f} mK")
print(f"  gamma*e/(k T0) {strain_energy/T_low:.2e}")
print(f"thermal phonon energy / (rho v^2) {phonon_energy/(rho*v_long**2):.1e}")
print(f"cutoff {E_cut:.0f} K: relative slope loss {cut_error:.1e}")
print("no test failed")
```

Output:

```
density 2200 kg/m^3
longitudinal, transverse velocity 5800, 3800 m/s
couplings gamma_l, gamma_t 1.00, 0.65 eV
TLS density Pbar 1.30e+20 1/(eV cm^3)
frequency 30 MHz; quantum hf/k 1.440 mK
temperatures 0.02, 0.2 K
kT/hf at these 13.9, 138.9
C = 2.814e-04
ln(T/T0) 2.30259
relative velocity rise, log law 6.480e-04
velocity rise, log law 3.759 m/s
reduced rise, principal value 2.30149
reduced finite-frequency correction -1.09e-03
reduced rise, D-D0 grid 2.302584; grid shift -1.3e-08
share of rise from E < 2hf 2.04 %
share from kT0 < E < 5kT 81.0 %
TLS response, hw/E=0.35: -0.89469, formula -0.89470
TLS response, hw/E=1.60: 0.50327, formula 0.50327
free-energy curvature -1.10590 (gamma=k=1)
  resonant -0.78510, relaxation -0.32081
hf=3kT0, T=2T0: reduced rise 0.0461, ln 2 = 0.6931
velocity minimum at kT/hf 0.4408, T 0.635 mK
T (K), change from T0 (m/s): log law, resonant+relaxation
  0.05  1.496  1.494
  0.10  2.627  2.625
  0.20  3.759  3.756
  0.50  5.254  5.196
  1.00  6.386  6.008
  2.00  7.517  6.294
omega*tau, D=0, E=kT=k*0.2 K: 226
reduced relaxation change to 0.2 K -6.44e-04
  grid-halving shift 0.0e+00
total slope / C at 0.2 K 0.9966
velocity maximum at 2.054 K
total slope / C, 1 kHz, 1 to 2 K -0.4934
phonon rate, mode sum / formula 1.0019
density ~ E^0.1, E_ref/k=0.1 K: reduced rise 2.1905
  slope ratio 0.2 K to 0.02 K 1.259
strain 1e-08: gamma*e/k 0.116 mK
  gamma*e/(k T0) 5.80e-03
thermal phonon energy / (rho v^2) 9.2e-15
cutoff 10 K: relative slope loss 3.9e-22
no test failed
```
